# Radiative Lifetimes of Hydrogen Rydberg States and Black-Body Transfer

## Problem

A hydrogen atom is in a highly excited state with quantum numbers $n$ and $l$.

(a) How does its spontaneous radiative lifetime grow with $n$ when $l$ is held fixed?

(b) How does it grow for the circular states, $l=n-1$?

(c) The atom is placed in isotropic black-body radiation at temperature $T$. At what total rate does the radiation transfer it to other states, and when is a simple formula for this rate reliable?

Evaluate the results for $T=300$ K.

**Conventions.** The nucleus is a fixed point charge, and the electron is nonrelativistic and without spin. Atomic units are used, $\hbar=m_e=e=1$, so energies are in hartree, lengths in bohr, and $c=1/\alpha$. The bound energies are $E_n=-1/(2n^2)$. The wavelength is taken to be much longer than the region that contributes to the matrix element, so the coupling to the field is the electric-dipole one, $\mathbf r\cdot\mathbf E$.

## Solution

### The emission rate

In a box of volume $V$, the field operator contains, for each mode of frequency $\omega$ and polarization $\boldsymbol\epsilon$, the amplitude $\sqrt{2\pi\omega/V}$. For emission into a mode holding $N$ photons, the squared matrix element is therefore $(2\pi\omega/V)(N+1)|\boldsymbol\epsilon^*\cdot\mathbf r_{fi}|^2$. The number of modes per unit frequency in the solid angle $d\Omega$ is $V\omega^2d\Omega/[(2\pi)^3c^3]$. With $N=0$ the golden rule gives

$$
dA=2\pi\,\frac{2\pi\omega}{V}|\boldsymbol\epsilon^*\cdot\mathbf r_{fi}|^2\,\frac{V\omega^2}{(2\pi)^3c^3}d\Omega
=\frac{\alpha^3\omega^3}{2\pi}|\boldsymbol\epsilon^*\cdot\mathbf r_{fi}|^2d\Omega .
$$

The two polarizations are perpendicular to the photon direction $\hat{\mathbf k}$, so their sum is $|\mathbf r_{fi}|^2-|\hat{\mathbf k}\cdot\mathbf r_{fi}|^2$. Over all directions the second term averages to one third of the first. The integral is $4\pi(1-\tfrac13)|\mathbf r_{fi}|^2=\tfrac{8\pi}{3}|\mathbf r_{fi}|^2$, and

$$
A=\frac43\alpha^3\omega^3|\mathbf r_{fi}|^2 . \tag{1}
$$

Next we sum over the magnetic quantum number of the final state. By rotational symmetry the result does not depend on the initial $m$, so we may average over $m$ and replace $|\mathbf r_{fi}|^2$ by $3|z_{fi}|^2$. For $l\to l-1$ the angular part of $z$ has the squared element $(l^2-m^2)/(4l^2-1)$. Since

$$
\sum_{m=-l}^{l}(l^2-m^2)=(2l+1)\left[l^2-\frac{l(l+1)}3\right]=\frac{(2l+1)\,l\,(2l-1)}3,
$$

multiplication by $3/[(2l+1)(4l^2-1)]$ gives $l/(2l+1)$. For $l\to l+1$ the squared element is $[(l+1)^2-m^2]/[(2l+1)(2l+3)]$. The same sum with $l$ replaced by $l+1$ applies, because its two extra end terms vanish, and the result is $(l+1)/(2l+1)$. Both cases read

$$
\sum_{m'}|\mathbf r_{fi}|^2=\frac{\max(l,l')}{2l+1}R^2,\qquad
R=\int_0^\infty u_{n'l'}\,r\,u_{nl}\,dr, \tag{2}
$$

where $u=r\times$(radial function) and $\int u^2dr=1$.

### (a) Fixed $l$

Consider decay to a fixed level $n'$ as $n\to\infty$. The frequency tends to $\omega=1/(2n'^2)$, which does not depend on $n$. The integral $R$ is limited to the small region occupied by the lower state, so we need $u_{nl}$ at fixed $r$. The binding energy lowers the radial momentum from $\sqrt{2/r}$ by about $\sqrt{r/2}/(2n^2)$. Integrated from the nucleus outward, this changes the phase of the wave function by about $r^{3/2}/(3\sqrt2\,n^2)$, which is small for $r\ll n^{4/3}$. In that region the binding energy can be dropped from the radial equation:

$$
u''+\left[\frac2r-\frac{l(l+1)}{r^2}\right]u=0 .
$$

Put $x=\sqrt{8r}$ and $u=xJ(x)$. Then $d/dr=(4/x)\,d/dx$, and

$$
u''=\frac{16}{x}J''+\frac{16}{x^2}J'-\frac{16}{x^3}J,\qquad
\frac2r u=\frac{16}{x}J,\qquad \frac{l(l+1)}{r^2}u=\frac{64\,l(l+1)}{x^3}J .
$$

Multiplying the equation by $x/16$ gives

$$
J''+\frac1xJ'+\left[1-\frac{(2l+1)^2}{x^2}\right]J=0,
$$

since $1+4l(l+1)=(2l+1)^2$. The solution regular at the origin is the Bessel function $J_{2l+1}$, so $u=B\sqrt{2r}\,J_{2l+1}(\sqrt{8r})$. The shape is independent of $n$; only the constant $B$ can depend on it.

To find $B$, use the semiclassical form $u=Dp^{-1/2}\cos(\dots)$, where $p$ is the radial momentum. The squared cosine averages to $\tfrac12$, and $\int dr/p$ between the turning points is half the orbital period $\mathcal T$. Normalization gives $D^2\mathcal T/4=1$. The period is $2\pi$ divided by the level spacing $dE/dn=n^{-3}$, so $\mathcal T=2\pi n^3$ and $D^2=2/(\pi n^3)$.

In the range $1\ll r\ll n^{4/3}$ both forms hold. There $p=\sqrt{2/r}$, and the squared amplitude of the oscillation is $D^2/p=\sqrt{2r}/(\pi n^3)$. For large argument $J_{2l+1}(x)$ has squared amplitude $2/(\pi x)$, so the Bessel form has $B^2\,2r\cdot2/(\pi\sqrt{8r})=B^2\sqrt{2r}/\pi$. Therefore $B^2=n^{-3}$ and

$$
n^{3/2}u_{nl}(r)\to\sqrt{2r}\,J_{2l+1}(\sqrt{8r}) . \tag{3}
$$

The physical content is simple. An electron of low angular momentum passes the nucleus once per period. The time spent there is fixed, while the period grows as $n^3$, so the probability of finding it there falls as $n^{-3}$. Hence $R^2\propto n^{-3}$ and each such decay rate falls as $n^{-3}$.

The total rate also contains decays to high $n'$. Their size can be estimated from a classical radial fall at zero energy. From $\dot r^2/2=1/r$ follows $r\propto t^{2/3}$, whose Fourier component at frequency $\omega$ scales as $\omega^{-5/3}$. With the normalization factors of both states,

$$
R^2\sim n^{-3}n'^{-3}\omega^{-10/3},\qquad A\sim\alpha^3n^{-3}n'^{-3}\omega^{-1/3}. \tag{4}
$$

For $1\ll n'\ll n$, with $\omega\approx1/(2n'^2)$, the rates fall as $n'^{-7/3}$, and their sum converges. Levels with $n'$ comparable to $n$ add only a fraction of order $n^{-4/3}$. The answer to (a) is therefore

$$
\frac1{\tau_{nl}}\to\frac{C_l}{n^3},\qquad \tau_{nl}\propto n^3\quad(l\text{ fixed},\ n\to\infty), \tag{5}
$$

where $C_l$ follows from (1), (2) and (3), summed over $n'$ and $l'$.

### (b) Circular states

For $l=n-1$, a dipole decay must lead to $l'=n-2$, because $l'=n$ would require a higher level. The lower level must satisfy $n-2<n'<n$, so the one possible decay is to $n'=n-1$, again a circular state. Its frequency is

$$
\omega=\frac12\left[\frac1{(n-1)^2}-\frac1{n^2}\right]=\frac{2n-1}{2n^2(n-1)^2}\to\frac1{n^3}.
$$

The circular functions are $u_{n,n-1}=N_nr^ne^{-r/n}$. From $\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}$ we get

$$
N_n^2=\frac{(2/n)^{2n+1}}{(2n)!},\qquad
R=N_nN_{n-1}\frac{(2n)!}{b^{2n+1}},\qquad b=\frac1n+\frac1{n-1}=\frac{2n-1}{n(n-1)} .
$$

We square $R$, insert the norms, use $(2n)!/(2n-2)!=2n(2n-1)$, and collect powers:

$$
R^2=\frac{2^{4n+1}n^{2n+2}(n-1)^{2n+3}}{(2n-1)^{4n+1}} .
$$

Since $4n(n-1)=(2n-1)^2-1$, this is also

$$
R^2=\frac{(2n-1)^3(n-1)}8\left[1-\frac1{(2n-1)^2}\right]^{2n+2}\to n^4 . \tag{6}
$$

The angular factor $(n-1)/(2n-1)$ tends to $\tfrac12$. Equation (1) then gives

$$
A\to\frac43\alpha^3\,n^{-9}\cdot\frac12\cdot n^4=\frac{2\alpha^3}{3n^5},\qquad
\tau\to\frac{3n^5}{2\alpha^3}. \tag{7}
$$

The first correction comes from the same factors. Relative to their limits, $\omega^3$ contributes $1+9/(2n)$, the angular factor $1-1/(2n)$, and $R^2$ contributes $1-3/n$. The rate is thus larger than (7) by the factor $1+1/n$, and the lifetime is shorter by the factor $1-1/n$, to this order.

Classical radiation gives the same law. A circular orbit has radius $n^2$ and acceleration $a=1/n^4$, and radiates the power $P=\tfrac23\alpha^3a^2=\tfrac23\alpha^3n^{-8}$. Division by the photon energy $n^{-3}$ gives $\tfrac23\alpha^3n^{-5}$, including the prefactor. The extra two powers of $n$ relative to (5) arise because this electron never comes near the nucleus: it cannot reach a deep level and must emit a photon of low frequency.

### (c) Black-body transfer

A mode in thermal equilibrium holds on average $N(\omega)=1/(e^{\omega/kT}-1)$ photons. Stimulated emission has the rate (1) times $N$. Absorption has a squared matrix element proportional to $N$, and the same sum over directions and polarizations. With $\omega_{fi}=E_f-E_i$, positive for absorption and negative for emission, the total thermal rate is

$$
\Gamma=\frac43\alpha^3\sum_f|\omega_{fi}|^3N(|\omega_{fi}|)\,|\mathbf r_{fi}|^2 . \tag{8}
$$

The sum includes higher and lower bound levels and the continuum, so ionization is counted. With $y=|\omega_{fi}|/kT$,

$$
|\omega_{fi}|N=kT\,\frac{y}{e^y-1}\le kT, \tag{9}
$$

because $e^y\ge1+y$. The two sides approach each other for $y\ll1$, where there are many photons per mode. Replacing $|\omega_{fi}|N$ by $kT$ leaves $\sum_f\omega_{fi}^2|\mathbf r_{fi}|^2$, which can be summed without knowing any matrix element. The potential commutes with $\mathbf r$, so $[\mathbf r,H]=[\mathbf r,p^2/2]=i\mathbf p$. Between energy eigenstates this reads $-\omega_{fi}\mathbf r_{fi}=i\mathbf p_{fi}$. By completeness,

$$
\sum_f\omega_{fi}^2|\mathbf r_{fi}|^2=\sum_f|\mathbf p_{fi}|^2=\langle p^2\rangle=\frac1{n^2}. \tag{10}
$$

The last step is the virial theorem: in a Coulomb potential the mean kinetic energy $\langle p^2\rangle/2$ equals $-E_n=1/(2n^2)$. States with the same $n$ have $\omega_{fi}=0$ and contribute nothing. The result is

$$
\Gamma\le\Gamma_0,\qquad \Gamma_0=\frac{4\alpha^3kT}{3n^2}, \tag{11}
$$

with $\Gamma\to\Gamma_0$ when the transitions that carry the sum (10) have $|\omega_{fi}|\ll kT$. Thus $\Gamma_0$ is an upper bound for every $n$, $l$ and $T$ in this model, and an estimate of the rate under that condition.

**Accuracy for circular states.** At large $n$ the circular orbit has a single frequency, $n^{-3}$, and the transitions to $n\pm1$ carry the sum. Since $y/(e^y-1)=1-y/2+\dots$, the relative shortfall of $\Gamma$ below $\Gamma_0$ is about $1/(2n^3kT)$. Comparison with (7) gives

$$
\frac{\Gamma_0}{A}=\frac{4\alpha^3kT}{3n^2}\cdot\frac{3n^5}{2\alpha^3}=2n^3kT . \tag{12}
$$

This is $N\approx n^3kT$ photons per mode, counted once for the downward and once for the upward step. In the opposite limit, $kT\ll n^{-3}$, the formula fails: $N$ is then exponentially small at the transition frequencies, while $\Gamma_0$ falls only in proportion to $T$.

**Accuracy for low $l$.** Here a wide range of frequencies contributes. By (4), and with $n'^3d\omega$ levels in the interval $d\omega$, the part of (10) in that interval is of order $n^{-3}\omega^{-4/3}d\omega$. Integrated from the level spacing $n^{-3}$ upward it gives $n^{-2}$, in agreement with (10). The part above $kT$, where the reduction factor $y/(e^y-1)$ falls from 0.58 towards zero, is of order $n^{-3}(kT)^{-1/3}$. The relative shortfall is therefore of order

$$
\frac1{n\,(kT)^{1/3}} . \tag{13}
$$

It falls only as $1/n$, against $1/n^3$ for circular states. For $\Gamma_0$ to be accurate at low $l$, the spacing $n^{-3}$ must lie so far below $kT$ that even the cube root of $n^{-3}/kT$ is small.

## Numerical cases

The spontaneous lifetimes below were obtained by summing (1) over all lower levels, with the radial integrals done by quadrature.

| $n$ | s (µs) | p (µs) | d (µs) | circular (ms) |
|---:|---:|---:|---:|---:|
| 20 | 14.4 | 1.48 | 4.23 | 0.284 |
| 30 | 47.4 | 4.97 | 14.2 | 2.19 |
| 40 | 111 | 11.8 | 33.6 | 9.32 |
| 80 | 879 | 94.1 | 268 | 302 |

From $n=40$ to $n=80$ the local exponents are 2.98, 3.00 and 3.00 for s, p and d states, and 5.02 for circular states. The constants $\tau/n^3$ from the limiting wave function (3) are about 1.7, 0.18 and 0.52 ns for s, p and d. Their sums over $n'$ were cut at $n'=80$, which makes these lifetimes slightly too long. A test confirms that the total rates at $n=80$ agree with the limiting ones within 3%.

The p states have a decay channel of higher frequency. They can reach $n'=1$, with $\omega\to\tfrac12$, whereas s and d states must end in $n'\ge2$, with $\omega\le\tfrac18$. This is a factor $4^3=64$ in $\omega^3$. The rates do not gain this whole factor, because the radial integral shrinks as the frequency grows, as in (4): at $n=80$ the decay p→1s is only about 7 times faster than p→2s and about 4 times faster than d→2p. The total s and p lifetimes differ by a factor of about 9. Their ratio also contains the angular factor in (2), which is $\tfrac13$ for p→s and 1 for s→p, the radial integrals, and the decays to all other lower levels, which make up most of the s rate. An s state can decay only by $l\to l+1$, and this radial integral is small: at the same frequency, d→2p is about 6 times faster than s→2p.

For the circular state with $n=30$, equation (7) gives 2.269 ms. The correction $1-1/30$ lowers this to 2.193 ms, against the computed 2.194 ms.

At 300 K, $kT=9.500\times10^{-4}$ hartree. For $n=30$,

$$
\Gamma_0=\frac{4(0.00729735)^3(9.500\times10^{-4})}{3\times30^2}=5.47\times10^{-13}
$$

per atomic unit of time. Division by $2.41888\times10^{-17}$ s gives $2.26\times10^4\ \mathrm{s^{-1}}$. To judge this value, the sum (8) was computed by diagonalizing the final-state Hamiltonian in a finite basis that also represents the continuum.

**Circular, $n=30$.** The computed rate is $2.22\times10^4\ \mathrm{s^{-1}}$, or $0.980\,\Gamma_0$. The shortfall of 0.020 agrees with the estimate $1/(2n^3kT)=0.0195$. The thermal rate is 48.6 times the spontaneous one; the leading estimate (12) gives 51.3. Adding the two rates gives a lifetime of

$$
\frac{2.194\ \mathrm{ms}}{1+48.61}=0.0442\ \mathrm{ms}=44.2\ \text{µs}.
$$

Room-temperature radiation thus removes most of the advantage that a circular state has in the dark.

**The 30s state.** The computed rate is $1.46\times10^4\ \mathrm{s^{-1}}$, or $0.646\,\Gamma_0$, although the level spacing scale $n^{-3}=3.70\times10^{-5}$ hartree is 26 times smaller than $kT$. Equation (13) gives $1/(30\times0.0983)=0.34$ for the order of magnitude of the shortfall, and the computed value is 0.35. Since (13) has no derived prefactor, it predicts only the order of magnitude and the $1/n$ trend, not this close numerical agreement. The thermal rate is 0.693 times the spontaneous one, so the lifetime is $47.39/1.693=28.0$ µs. With $\Gamma_0$ in place of the computed rate it would come out as 22.9 µs, or 18% too short.

**The trend for s states.** The ratio $\Gamma/\Gamma_0$ is 0.3653, 0.6464 and 0.8165 for 15s, 30s and 60s. The shortfalls, 0.6347, 0.3536 and 0.1835, are nearly halved at each doubling of $n$, and come closer to the $1/n$ law of (13) as $n$ grows. The missing rate is not missing transition strength: in all these cases the computed sum (10), multiplied by $n^2$, equals 1 within about $10^{-4}$. It is the reduction factor in (9) that lowers the rate.

These lifetimes describe the departure from the initial state. An atom that has absorbed or emitted a thermal photon usually remains excited and may later return, so the decay of the total excited population is a different question, which requires rate equations for all the levels involved. The complete values are listed in the numerical output.

## Calculated quantities

```
fine-structure constant alpha = 0.00729735
atomic unit of time = 2.41888e-17 s
temperature = 300 K, kT = 9.50043e-04 hartree
spontaneous lifetime 20s = 14.41 microseconds
spontaneous lifetime 20p = 1.477 microseconds
spontaneous lifetime 20d = 4.227 microseconds
spontaneous lifetime circular n=20 = 0.2839 ms
spontaneous lifetime 30s = 47.39 microseconds
spontaneous lifetime 30p = 4.973 microseconds
spontaneous lifetime 30d = 14.19 microseconds
spontaneous lifetime circular n=30 = 2.194 ms
spontaneous lifetime 40s = 111.2 microseconds
spontaneous lifetime 40p = 11.78 microseconds
spontaneous lifetime 40d = 33.57 microseconds
spontaneous lifetime circular n=40 = 9.323 ms
spontaneous lifetime 80s = 879.3 microseconds
spontaneous lifetime 80p = 94.11 microseconds
spontaneous lifetime 80d = 267.9 microseconds
spontaneous lifetime circular n=80 = 302.1 ms
s states: lifetime exponent, n=40 to 80 = 2.9835
s states: limit of lifetime/n^3 = 1.74 ns
p states: lifetime exponent, n=40 to 80 = 2.9984
p states: limit of lifetime/n^3 = 0.184 ns
d states: lifetime exponent, n=40 to 80 = 2.9963
d states: limit of lifetime/n^3 = 0.525 ns
circular: lifetime exponent, n=40 to 80 = 5.0183
circular n=30: leading law 3n^5/(2 alpha^3) = 2.269 ms
level spacing scale 1/n^3 at n=30 = 3.7037e-05 hartree
simple thermal rate at n=30 = 2.261e+04 per s
15s: computed thermal rate = 3.304e+04 per s
15s: computed / simple thermal rate = 0.3653
15s: n^2 * sum of omega^2 |r|^2 = 0.99999
30s: computed thermal rate = 1.462e+04 per s
30s: computed / simple thermal rate = 0.6464
30s: n^2 * sum of omega^2 |r|^2 = 0.99998
60s: computed thermal rate = 4616 per s
60s: computed / simple thermal rate = 0.8165
60s: n^2 * sum of omega^2 |r|^2 = 0.99990
circular n=30: computed thermal rate = 2.216e+04 per s
circular n=30: computed / simple thermal rate = 0.9800
circular n=30: n^2 * sum of omega^2 |r|^2 = 1.00000
circular n=30: predicted shortfall 1/(2 n^3 kT) = 0.0195
circular n=30: thermal / spontaneous rate = 48.61
circular n=30: estimate 2 n^3 kT = 51.30
30s: thermal / spontaneous rate = 0.6926
30s: lifetime at 300 K = 28 microseconds
circular n=30: lifetime at 300 K = 44.22 microseconds
```
